# Linear-Parabolic Silicide Growth from Two Resistances in Series: test program

```python
# Linear-parabolic growth of a silicide layer:
#     x^2 + A*x = B*(t + tau),  A = 2*D/k,  B = 2*D*Omega*(c0 - ceq)
# x: thickness, t: time, D: diffusivity of the mobile species,
# k: interface reaction constant, Omega: silicide volume per reacting atom,
# c0: mobile concentration at the supply side, ceq: value that stops reaction,
# tau = (x0^2 + A*x0)/B: time shift representing an initial thickness x0.
# Lengths are in nm and times in s. All parameters are model choices.
import numpy as np
from scipy.integrate import quad, solve_ivp

D, k, Omega = 500.0, 10.0, 0.04
c0, ceq, x0 = 0.25, 0.05, 1.0
dc = c0 - ceq
A = 2 * D / k
B = 2 * D * Omega * dc
tau = (x0**2 + A * x0) / B


def thickness(t, start=0.0):
    shift = (start**2 + A * start) / B
    return A / 2 * (np.sqrt(1 + 4 * B * (t + shift) / A**2) - 1)


def chain_flux(x, cells=12):
    """Steady flux from particle balance in a chain of diffusion cells."""
    g = D * cells / x
    matrix = np.zeros((cells, cells))
    source = np.zeros(cells)
    for i in range(cells):
        matrix[i, i] += g
        if i == 0:
            source[i] += g * c0
        else:
            matrix[i, i - 1] -= g
        if i < cells - 1:
            matrix[i, i] += g
            matrix[i, i + 1] -= g
        else:
            matrix[i, i] += k
            source[i] += k * ceq
    c = np.linalg.solve(matrix, source)
    return k * (c[-1] - ceq)


def growth_time(x):
    """Time to grow from zero thickness, by numerical integration."""
    return quad(lambda s: 1 / (Omega * chain_flux(s)), 0, x,
                epsabs=0, epsrel=1e-10)[0]


def full_growth(times, D=D, k=k, Omega=Omega, cells=40):
    """Time-dependent diffusion with a moving reaction boundary.

    The coordinate is scaled by the current thickness. Conservation includes
    the mobile atoms left dissolved in the newly formed silicide.
    """
    h = 1 / cells
    xi = np.linspace(0, 1, cells + 1)[1:]

    def rate(t, y):
        x = y[-1]
        c = np.concatenate(([c0], y[:-1]))
        ci = c[-1]
        reaction = k * (ci - ceq)
        speed = Omega * reaction
        end_slope = -x / D * (reaction + ci * speed)
        ext = np.append(c, c[-2] + 2 * h * end_slope)
        curvature = (ext[2:] - 2 * ext[1:-1] + ext[:-2]) / h**2
        slope = (ext[2:] - ext[:-2]) / (2 * h)
        change = D / x**2 * curvature + xi * speed / x * slope
        return np.append(change, speed)

    start = np.append(np.full(cells, ceq), x0)
    sol = solve_ivp(rate, (0, times[-1]), start, method="BDF",
                    t_eval=times, rtol=1e-8, atol=1e-10)
    assert sol.success
    return sol.y[-1], sol.y[-2]


# Series resistance and integrated growth law against the discrete chain.
for x in (0.5, 10.0, 50.0, 800.0):
    assert np.isclose(chain_flux(x), dc / (x / D + 1 / k), rtol=1e-9)
    assert np.isclose(thickness(growth_time(x)), x, rtol=1e-8)

# Early and late limits, including the persistent late offset.
x_small, x_large = 1e-3 * A, 1e3 * A
early_ratio = B / A * growth_time(x_small) / x_small
late_root = np.sqrt(B * growth_time(x_large))
assert abs(early_ratio - 1) < 2e-3
assert abs(late_root / x_large - 1) < 1e-3
assert abs(late_root - x_large - A / 2) < 0.02

# Crossover and local growth exponent.
x_cross = D / k
t_cross = 3 * A**2 / (4 * B)
assert np.isclose(growth_time(x_cross), t_cross, rtol=1e-8)
exponents = []
for x in (0.1 * x_cross, x_cross, 10 * x_cross):
    e = 1e-3
    n = 2 * e / np.log(growth_time(x * np.exp(e))
                       / growth_time(x * np.exp(-e)))
    assert abs(n - (A + x) / (A + 2 * x)) < 1e-5
    exponents.append((x, n))

# Thicknesses at which the simple estimates are ten percent too high.
x_lin10 = 0.1 * A
x_par10 = A / (1.1**2 - 1)
assert np.isclose(B / A * growth_time(x_lin10) / x_lin10, 1.1, rtol=1e-8)
assert np.isclose(np.sqrt(B * growth_time(x_par10)) / x_par10, 1.1,
                  rtol=1e-8)

# Full moving-boundary problem against the steady-profile growth law.
times = np.geomspace(10, 1e5, 17)
x_full, ci_full = full_growth(times)
x_law = thickness(times, x0)
relative_error = x_full / x_law - 1
assert np.max(np.abs(relative_error)) < Omega * c0
drop_full = (ci_full - ceq) / dc
drop_law = 1 / (1 + k * x_full / D)
assert np.max(np.abs(drop_full - drop_law)) < Omega * c0

# The steady-profile error must shrink with the dissolved fraction.
x_rich, _ = full_growth(times / 10, Omega=10 * Omega)
rich_error = x_rich[-1] / x_law[-1] - 1
error_ratio = rich_error / relative_error[-1]
assert 8 < error_ratio < 11

# Straight-line analysis of the full calculation recovers A and B.
use = times > 99
B_fit, intercept = np.polyfit(times[use] / (x_full[use] - x0),
                              x_full[use] + x0, 1)
A_fit = -intercept
assert abs(A_fit / A - 1) < 0.02
assert abs(B_fit / B - 1) < 0.02

# Which parameter controls growth early and late?
x_D2, _ = full_growth(times, D=2 * D)
x_k2, _ = full_growth(times, k=2 * k)
gain_D = (x_D2 - x0) / (x_full - x0)
gain_k = (x_k2 - x0) / (x_full - x0)
assert gain_D[0] < 1.03 and gain_k[0] > 1.85
assert 1.34 < gain_D[-1] < 1.42 and gain_k[-1] < 1.05

print(f"Diffusivity D = {D:.0f} nm^2/s")
print(f"Reaction constant k = {k:.0f} nm/s")
print(f"Volume per reacting atom Omega = {Omega:.2f} nm^3")
print(f"Supply concentration c0 = {c0:.2f} nm^-3")
print(f"Reaction equilibrium concentration ceq = {ceq:.2f} nm^-3")
print(f"Concentration difference = {dc:.2f} nm^-3")
print(f"Dissolved fraction Omega*c0 = {Omega*c0:.3f} (no unit)")
print(f"Driving fraction Omega*(c0-ceq) = {Omega*dc:.3f} (no unit)")
print(f"A = {A:.1f} nm")
print(f"B = {B:.2f} nm^2/s")
print(f"Initial linear rate B/A = {B/A:.3f} nm/s")
print(f"Reaction resistance 1/k = {1/k:.3f} s/nm")
print(f"Crossover thickness = {x_cross:.1f} nm")
print(f"Crossover time = {t_cross:.1f} s = {t_cross/60:.2f} min")
print("Growth from zero thickness: time; law; linear; parabolic")
for t in times[::4]:
    print(f"  {t:.0f} s; {thickness(t):.3f} nm; "
          f"{B/A*t:.3f} nm; {np.sqrt(B*t):.3f} nm")
print(f"Linear estimate 10% high at x = {x_lin10:.1f} nm")
print(f"Parabolic estimate 10% high at x = {x_par10:.1f} nm")
for x, n in exponents:
    print(f"Local exponent at {x:.0f} nm = {n:.4f} (no unit)")
print(f"Initial thickness in full calculation = {x0:.1f} nm")
print(f"Corresponding time shift tau = {tau:.3f} s")
print("Full calculation: time; full thickness; law; difference")
for i in range(0, len(times), 4):
    print(f"  {times[i]:.0f} s; {x_full[i]:.3f} nm; "
          f"{x_law[i]:.3f} nm; {100*relative_error[i]:.3f} %")
print("Remaining interface drive (ci-ceq)/(c0-ceq): time; full; law")
for i in range(0, len(times), 4):
    print(f"  {times[i]:.0f} s; {drop_full[i]:.4f}; {drop_law[i]:.4f}")
print(f"Late difference with 10 times Omega = {100*rich_error:.3f} %")
print(f"Ratio of the late differences = {error_ratio:.2f} (no unit)")
print(f"A from straight line through full data = {A_fit:.2f} nm")
print(f"B from straight line through full data = {B_fit:.3f} nm^2/s")
for i in (0, -1):
    print(f"Added-thickness factor at {times[i]:.0f} s: "
          f"D doubled {gain_D[i]:.3f}, k doubled {gain_k[i]:.3f}")
print("every check passed")
```

Output:

```
Diffusivity D = 500 nm^2/s
Reaction constant k = 10 nm/s
Volume per reacting atom Omega = 0.04 nm^3
Supply concentration c0 = 0.25 nm^-3
Reaction equilibrium concentration ceq = 0.05 nm^-3
Concentration difference = 0.20 nm^-3
Dissolved fraction Omega*c0 = 0.010 (no unit)
Driving fraction Omega*(c0-ceq) = 0.008 (no unit)
A = 100.0 nm
B = 8.00 nm^2/s
Initial linear rate B/A = 0.080 nm/s
Reaction resistance 1/k = 0.100 s/nm
Crossover thickness = 50.0 nm
Crossover time = 937.5 s = 15.62 min
Growth from zero thickness: time; law; linear; parabolic
  10 s; 0.794 nm; 0.800 nm; 8.944 nm
  100 s; 7.446 nm; 8.000 nm; 28.284 nm
  1000 s; 52.470 nm; 80.000 nm; 89.443 nm
  10000 s; 237.228 nm; 800.000 nm; 282.843 nm
  100000 s; 845.824 nm; 8000.000 nm; 894.427 nm
Linear estimate 10% high at x = 10.0 nm
Parabolic estimate 10% high at x = 476.2 nm
Local exponent at 5 nm = 0.9545 (no unit)
Local exponent at 50 nm = 0.7500 (no unit)
Local exponent at 500 nm = 0.5455 (no unit)
Initial thickness in full calculation = 1.0 nm
Corresponding time shift tau = 12.625 s
Full calculation: time; full thickness; law; difference
  10 s; 1.778 nm; 1.778 nm; -0.016 %
  100 s; 8.313 nm; 8.318 nm; -0.066 %
  1000 s; 52.863 nm; 52.961 nm; -0.186 %
  10000 s; 236.858 nm; 237.404 nm; -0.230 %
  100000 s; 843.906 nm; 845.880 nm; -0.233 %
Remaining interface drive (ci-ceq)/(c0-ceq): time; full; law
  10 s; 0.9653; 0.9657
  100 s; 0.8564; 0.8574
  1000 s; 0.4844; 0.4861
  10000 s; 0.1736; 0.1743
  100000 s; 0.0557; 0.0559
Late difference with 10 times Omega = -2.250 %
Ratio of the late differences = 9.64 (no unit)
A from straight line through full data = 99.63 nm
B from straight line through full data = 7.961 nm^2/s
Added-thickness factor at 10 s: D doubled 1.014, k doubled 1.921
Added-thickness factor at 100000 s: D doubled 1.382, k doubled 1.028
every check passed
```
